# Plane-wave basis size of a silicon slab and its vacuum: verification in Python

```python
# Result under test: a periodic cell of volume V holds on average over Bloch
# vectors k exactly N = V kc^3 / (6 pi^2) plane waves with kinetic energy below
# the cutoff Ec, where kc = sqrt(2 m Ec)/hbar. Vacuum therefore adds as many
# functions per unit thickness as material does.
# Symbols: side = lateral cell edge, height = cell height (angstrom),
# C = hbar^2/(2m) in eV angstrom^2, energies in eV, wave numbers in 1/angstrom.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20


def formula(side, height, cutoff):
    return side**2 * height * (cutoff / C)**1.5 / (6 * np.pi**2)


def count(side, height, cutoff, frac=(0.0, 0.0, 0.0)):
    """Explicit count of k+G inside the cutoff sphere; k in reciprocal units."""
    squares = []
    for edge, shift in zip((side, side, height), frac):
        unit = 2 * np.pi / edge
        top = int(np.sqrt(cutoff / C) / unit) + 2
        squares.append(((np.arange(-top, top + 1) + shift) * unit)**2)
    x, y, z = squares
    total = x[:, None, None] + y[None, :, None] + z[None, None, :]
    return int(np.sum(C * total < cutoff))


def counts_over_k(side, height, cutoff, n=4):
    points = (np.arange(n) + 0.5) / n - 0.5
    return np.array([count(side, height, cutoff, k)
                     for k in itertools.product(points, repeat=3)])


# Example: Si(001) slab, 2 x 2 lateral period
side, height, cutoff = 7.68, 25.0, 250.0
layers, atoms_per_layer, hydrogens = 8, 4, 8
spacing = (side / 2) * np.sqrt(2) / 4
material = layers * spacing
vacuum = height - material
kc = np.sqrt(cutoff / C)
N = formula(side, height, cutoff)
gamma = count(side, height, cutoff)
over_k = counts_over_k(side, height, cutoff)

# Count against formula: k average, single k, and the rigorous shell bound
assert abs(over_k.mean() / N - 1) < 2e-3
assert abs(gamma / N - 1) < 0.02
half_diag = 0.5 * np.sqrt(2 * (2*np.pi/side)**2 + (2*np.pi/height)**2)
low, high = N * (1 - half_diag/kc)**3, N * (1 + half_diag/kc)**3
assert low <= min(gamma, over_k.min()) and max(gamma, over_k.max()) <= high

# Scaling with cutoff and functions added by the vacuum, by explicit counts
double_cut = counts_over_k(side, height, 2 * cutoff).mean()
assert abs(double_cut / over_k.mean() / 2**1.5 - 1) < 3e-3
no_vacuum = counts_over_k(side, material, cutoff).mean()
added_direct = over_k.mean() - no_vacuum
per_angstrom = N / height
assert abs(added_direct / (per_angstrom * vacuum) - 1) < 5e-3
gamma_double = count(side, 2 * height, cutoff)
assert abs(gamma_double / gamma - 2) < 0.02

# One-dimensional Gaussian well: does extra vacuum permit a lower cutoff?
depth, width = 100.0, 0.3


def well(box, top):
    """Ground state with plane waves n = -top..top in a periodic box."""
    g = 2 * np.pi / box * np.arange(-top, top + 1)
    diff = g[:, None] - g[None, :]
    pot = -depth * width * np.sqrt(2*np.pi) / box * np.exp(-(diff*width)**2/2)
    val, vec = eigh(np.diag(C * g**2) + pot, subset_by_index=[0, 0])
    return val[0], vec[:, 0], g


def top_index(box, energy):
    return int(np.sqrt(energy / C) * box / (2 * np.pi))


n_small, n_large = top_index(25.0, cutoff), top_index(50.0, cutoff)
ref_small, vec_ref, g_ref = well(25.0, top_index(25.0, 2000.0))
ref_large = well(50.0, top_index(50.0, 2000.0))[0]
err_small = well(25.0, n_small)[0] - ref_small
err_large = well(50.0, n_large)[0] - ref_large
err_same_n = well(50.0, n_small)[0] - ref_large
assert abs(ref_small - ref_large) < 1e-5
# The discrete edge of the basis moves by a fraction of one G spacing
assert err_small > 1e-6 and abs(err_large / err_small - 1) < 0.25
assert err_same_n > 5 * err_large

# Decay law of the density outside the well, used for the mid-vacuum estimate
z_tail = np.array([1.5, 2.0])
density = np.abs(np.exp(1j * np.outer(z_tail, g_ref)) @ vec_ref)**2
decay = np.log(density[0] / density[1]) / (z_tail[1] - z_tail[0])
decay_law = 2 * np.sqrt(-ref_small / C)
assert abs(decay / decay_law - 1) < 0.02

# Whole-job cost: add the same thickness as vacuum or as four Si layers
bands = (4 * layers * atoms_per_layer + hydrogens) // 2
extra_layers = 4
extra = extra_layers * spacing
more_bands = bands + 2 * extra_layers * atoms_per_layer
basis_factor = formula(side, height + extra, cutoff) / N
band_factor = more_bands / bands
memory = N * bands * 16 / 1e6
work_function = 4.8
kappa = np.sqrt(work_function / C)
middle = np.exp(-2 * kappa * vacuum / 2)
trimmed = formula(side, material + 10.0, cutoff)
assert gamma % 2 == 1  # G = 0 is unpaired, all others come as +G and -G

print(f"hbar^2/(2m) = {C:.4f} eV angstrom^2")
print(f"cell side = {side:.2f} angstrom, height = {height:.1f} angstrom")
print(f"cell volume = {side**2*height:.2f} angstrom^3")
print(f"cutoff energy = {cutoff:.0f} eV")
print(f"cutoff wave number kc = {kc:.4f} 1/angstrom")
print(f"cutoff sphere volume = {4*np.pi/3*kc**3:.1f} 1/angstrom^3")
print(f"reciprocal volume per G = {(2*np.pi)**3/(side**2*height):.5f} "
      "1/angstrom^3")
print(f"formula N = {N:.0f} functions")
print(f"direct count at Gamma = {gamma} functions")
print(f"Gamma count relative to formula = {100*(gamma/N-1):+.2f} percent")
print(f"number of k points averaged = {len(over_k)}")
print(f"direct count, mean over k = {over_k.mean():.1f} functions")
print(f"direct count over k: min {over_k.min()}, max {over_k.max()}")
print(f"half diagonal d = {half_diag:.3f} 1/angstrom")
print(f"rigorous bounds at one k = {low:.0f} to {high:.0f} functions")
print(f"mean count ratio, 500 eV to 250 eV = {double_cut/over_k.mean():.4f}")
print(f"Gamma count at height 50 angstrom = {gamma_double} functions")
print(f"Si layer spacing = {spacing:.4f} angstrom")
print(f"material thickness, {layers} layers = {material:.2f} angstrom")
print(f"vacuum thickness = {vacuum:.2f} angstrom")
print(f"functions per angstrom of height = {per_angstrom:.1f}")
print(f"formula: material part = {per_angstrom*material:.0f} functions")
print(f"formula: vacuum part = {per_angstrom*vacuum:.0f} functions")
print(f"direct count: added by vacuum = {added_direct:.0f} functions")
print(f"vacuum share of basis = {100*vacuum/height:.1f} percent")
print(f"1D well: depth = {depth:.0f} eV, width parameter = {width} angstrom")
print(f"1D well: converged energy = {ref_small:.4f} eV")
print(f"1D box 25 angstrom: {2*n_small+1} functions, "
      f"error = {err_small:.3e} eV")
print(f"1D box 50 angstrom: {2*n_large+1} functions, "
      f"error = {err_large:.3e} eV")
print(f"1D box 50 angstrom: {2*n_small+1} functions, "
      f"error = {err_same_n:.3e} eV")
print(f"1D density decay: measured {decay:.3f}, law {decay_law:.3f} "
      "1/angstrom")
print(f"occupied bands of slab = {bands}")
print(f"memory for occupied bands, one k = {memory:.1f} MB")
print(f"added thickness compared = {extra:.2f} angstrom")
print(f"bands after adding {extra_layers} Si layers = {more_bands}")
print(f"basis factor, vacuum or Si added = {basis_factor:.3f}")
print(f"storage factor: vacuum {basis_factor:.3f}, "
      f"Si {basis_factor*band_factor:.3f}")
print(f"orthogonalization factor: vacuum {basis_factor:.3f}, "
      f"Si {basis_factor*band_factor**2:.3f}")
print(f"independent coefficients at Gamma, real orbitals = {(gamma+1)//2}")
print(f"N at 300 eV = {formula(side, height, 300.0):.0f} functions, "
      f"factor {(300.0/cutoff)**1.5:.3f}")
print(f"N with vacuum of 10 angstrom = {trimmed:.0f} functions, "
      f"saving {100*(1-trimmed/N):.1f} percent")
print(f"rough work function = {work_function} eV, "
      f"kappa = {kappa:.3f} 1/angstrom")
print(f"mid-vacuum density relative to surface = {middle:.1e}")
print("tests ok")
```

It prints:

```
hbar^2/(2m) = 3.8100 eV angstrom^2
cell side = 7.68 angstrom, height = 25.0 angstrom
cell volume = 1474.56 angstrom^3
cutoff energy = 250 eV
cutoff wave number kc = 8.1004 1/angstrom
cutoff sphere volume = 2226.5 1/angstrom^3
reciprocal volume per G = 0.16822 1/angstrom^3
formula N = 13235 functions
direct count at Gamma = 13145 functions
Gamma count relative to formula = -0.68 percent
number of k points averaged = 64
direct count, mean over k = 13230.1 functions
direct count over k: min 13183, max 13251
half diagonal d = 0.592 1/angstrom
rigorous bounds at one k = 10541 to 16354 functions
mean count ratio, 500 eV to 250 eV = 2.8297
Gamma count at height 50 angstrom = 26377 functions
Si layer spacing = 1.3576 angstrom
material thickness, 8 layers = 10.86 angstrom
vacuum thickness = 14.14 angstrom
functions per angstrom of height = 529.4
formula: material part = 5750 functions
formula: vacuum part = 7485 functions
direct count: added by vacuum = 7483 functions
vacuum share of basis = 56.6 percent
1D well: depth = 100 eV, width parameter = 0.3 angstrom
1D well: converged energy = -61.9556 eV
1D box 25 angstrom: 65 functions, error = 1.703e-01 eV
1D box 50 angstrom: 129 functions, error = 1.816e-01 eV
1D box 50 angstrom: 65 functions, error = 5.865e+00 eV
1D density decay: measured 8.064, law 8.065 1/angstrom
occupied bands of slab = 68
memory for occupied bands, one k = 14.4 MB
added thickness compared = 5.43 angstrom
bands after adding 4 Si layers = 100
basis factor, vacuum or Si added = 1.217
storage factor: vacuum 1.217, Si 1.790
orthogonalization factor: vacuum 1.217, Si 2.632
independent coefficients at Gamma, real orbitals = 6573
N at 300 eV = 17398 functions, factor 1.315
N with vacuum of 10 angstrom = 11044 functions, saving 16.6 percent
rough work function = 4.8 eV, kappa = 1.122 1/angstrom
mid-vacuum density relative to surface = 1.3e-07
tests ok
```
